# Ward-Dutton terminal charges and the 40/60 split in a long-channel MOSFET

## Definitions and conventions

The device is an n-channel MOSFET with uniform width $W$. The source is at $x=0$, the drain at $x=L$. All voltages are measured from the source:

- $U=V_G-V_T$ is the gate overdrive, with constant threshold $V_T$.
- $V(x,t)$ is the channel potential, with $V(0,t)=0$ and, before pinch-off, $V(L,t)=V_D$.
- $C$ is the oxide capacitance per area and $\mu$ the electron mobility.
- $h=U-V\ge 0$ is the local overdrive, so the electron charge per area is
$$q=-C(U-V)=-Ch .$$

Terminal currents $i_D$, $i_S$ and $i_G$ are conventional currents, positive into the device. The channel current $I(x,t)$ is positive from drain to source, toward decreasing $x$.

The relation between $q$ and $V$ assumes that the potential varies slowly along the channel (gradual channel), that the channel is in strong inversion, and that the depletion charge is fixed. Transport is by drift with constant mobility. Generation, recombination and gate leakage are neglected.

The result has two parts. Within this model the terminal currents are

$$i_D=I_T+\frac{dQ_D}{dt},\qquad i_S=-I_T+\frac{dQ_S}{dt},$$

$$Q_D=W\int_0^L\frac{x}{L}\,q\,dx,\qquad Q_S=W\int_0^L\left(1-\frac{x}{L}\right)q\,dx, \tag{1}$$

where $I_T$ is the steady-current formula evaluated at the instantaneous voltages. If the steady charge profile is then used in (1), saturation gives 40 percent of the channel charge to the drain and 60 percent to the source.

## Current and continuity

The field along the channel is $-\partial V/\partial x$. Electrons drift against it, with velocity $v=\mu\,\partial V/\partial x$ toward the drain. The charge current in the $+x$ direction is $Wqv$. Since $I$ is counted in the opposite direction,

$$I=-W\mu q\frac{\partial V}{\partial x}=W\mu C\,h\frac{\partial V}{\partial x}.$$

At a given time $U$ is the same for all $x$, so $\partial V/\partial x=-\partial h/\partial x$ and

$$I=-\frac{W\mu C}{2}\frac{\partial h^2}{\partial x}. \tag{2}$$

Consider a slice between $x$ and $x+dx$. The current $I(x+dx)$ enters through its right face and $I(x)$ leaves through its left face. The slice holds charge $Wq\,dx$, hence

$$\frac{\partial I}{\partial x}=W\frac{\partial q}{\partial t}. \tag{3}$$

At the contacts, $i_D=I(L,t)$ and $i_S=-I(0,t)$.

## Where the linear weights come from

Integrate (3) from an arbitrary point $x$ to the drain:

$$i_D=I(x,t)+W\int_x^L\frac{\partial q(x',t)}{\partial t}\,dx'.$$

The left side does not depend on $x$. Averaging over the channel therefore leaves it unchanged:

$$i_D=\frac1L\int_0^L I\,dx+\frac{W}{L}\int_0^L dx\int_x^L\frac{\partial q(x',t)}{\partial t}\,dx'.$$

In the double integral, a given $x'$ is reached from every $x$ between $0$ and $x'$. Doing the $x$ integral first gives the factor $x'$:

$$i_D=\frac1L\int_0^L I\,dx+W\int_0^L\frac{x'}{L}\frac{\partial q}{\partial t}\,dx'. \tag{4}$$

For the source, integrate (3) from $0$ to $x$, which gives $I(x)-I(0)$, and rearrange:

$$i_S=-I(x,t)+W\int_0^x\frac{\partial q(x',t)}{\partial t}\,dx'.$$

On averaging, $x'$ is now reached from every $x$ between $x'$ and $L$, which gives the factor $L-x'$:

$$i_S=-\frac1L\int_0^L I\,dx+W\int_0^L\left(1-\frac{x'}{L}\right)\frac{\partial q}{\partial t}\,dx'. \tag{5}$$

The limits of integration are fixed, so the time derivatives can be taken outside. The last terms are $dQ_D/dt$ and $dQ_S/dt$.

So far only continuity has been used. The transport law enters through the averaged current. From (2),

$$\frac1L\int_0^L I\,dx=\frac{W\mu C}{2L}\left[h(0,t)^2-h(L,t)^2\right].$$

Before pinch-off $h(0)=U$ and $h(L)=U-V_D$, so this is

$$I_T=\frac{W\mu C}{L}\left(UV_D-\frac{V_D^2}{2}\right). \tag{6}$$

At pinch-off $h(L)=0$ and $I_T=W\mu CU^2/(2L)$. The interior profile has dropped out, even if it is far from steady. This is why the weight is linear: the averaged current is fixed by the end voltages, and the rest of each terminal current is the time derivative of a charge.

Adding (4) and (5) gives

$$i_D+i_S=\frac{d}{dt}(Q_D+Q_S)=\frac{d}{dt}\,W\int_0^Lq\,dx .$$

With fixed depletion charge, neutrality makes the gate charge $Q_G=-(Q_D+Q_S)+\text{constant}$, so $i_G+i_D+i_S=0$.

A numerical solution of (2) and (3) tests the theorem away from steady state. Let $U_0$ be a reference overdrive and $\tau=\mu U_0t/L^2$. The drive was $U/U_0=1+0.15(1-\cos6\tau)$ and $V_D/U_0=0.4+0.15(1-\cos4\tau)$ for $0\le\tau\le3$, starting from the steady profile. The charge delivered at each terminal beyond the integral of $I_T$ agreed with the change of (1) to $1.0\times10^{-11}$, in units of $WLCU_0$. These figures are read at 31 equally spaced times. At the drain this delivered charge ranged over 0.1774 (0.182 on a much finer time grid). Assigning half of the channel charge to the drain gave an error of 0.0254 (0.0255 on the finer grid) in the same units.

## The quasi-static approximation

Equation (1) needs the actual $q(x,t)$. A compact model replaces it by the steady profile for the present voltages. This approximation requires the voltages to change slowly compared with the redistribution of charge.

In steady state $I$ is uniform, so by (2) $h^2$ is linear in $x$. Define

$$\xi=\frac{x}{L},\qquad \eta=1-\frac{V_D}{U}\quad(0\le V_D\le U).$$

The end values $h(0)=U$ and $h(L)=\eta U$ give

$$h=U\sqrt{1-(1-\eta^2)\xi}. \tag{7}$$

Set $r=h/U$. Then

$$\xi=\frac{1-r^2}{1-\eta^2},\qquad d\xi=-\frac{2r\,dr}{1-\eta^2},$$

and $r$ runs from $1$ at the source to $\eta$ at the drain. The total charge follows from

$$\int_0^1r\,d\xi=\frac{2}{1-\eta^2}\int_\eta^1r^2dr=\frac{2(1-\eta^3)}{3(1-\eta^2)}=\frac{2(1+\eta+\eta^2)}{3(1+\eta)}. \tag{8}$$

For the drain charge,

$$\int_0^1\xi r\,d\xi=\frac{2}{(1-\eta^2)^2}\int_\eta^1(r^2-r^4)\,dr=\frac{2(2-5\eta^3+3\eta^5)}{15(1-\eta^2)^2}.$$

The numerator contains the factor that cancels the apparent singularity at $\eta=1$:

$$2-5\eta^3+3\eta^5=(1-\eta)^2(2+4\eta+6\eta^2+3\eta^3).$$

Therefore

$$Q_D=-WLCU\,\frac{4+8\eta+12\eta^2+6\eta^3}{15(1+\eta)^2}. \tag{9}$$

Over the same denominator, the total (8) has numerator $10(1+\eta)(1+\eta+\eta^2)=10+20\eta+20\eta^2+10\eta^3$. Subtracting the drain numerator gives

$$Q_S=-WLCU\,\frac{6+12\eta+8\eta^2+4\eta^3}{15(1+\eta)^2}. \tag{10}$$

At $V_D=0$, $\eta=1$, the channel is uniform and each terminal has half the charge. At $\eta=0.5$ the drain share is 44.76 percent. Near pinch-off the share is

$$\frac{Q_D}{Q_D+Q_S}=\frac{2}{5}\,\frac{1+2\eta+3\eta^2+\tfrac32\eta^3}{1+2\eta+2\eta^2+\eta^3}=\frac25(1+\eta^2)+O(\eta^3),$$

so it approaches 40 percent with no linear term.

The drive described above shows what the approximation costs. At full speed, the largest error of (9) and (10) in delivered charge was $0.0443\,WLCU_0$ over the 31 sample times used here and below, and $0.0448\,WLCU_0$ on a much finer time grid. With $\tau$ in the cosines replaced by $0.02\tau$ and $0.01\tau$, over the same range of phases, it fell to $1.067\times10^{-3}$ and $5.335\times10^{-4}$ in those units. Halving the speed halves the error, as expected for a first-order lag of the profile.

## Saturation

At pinch-off $\eta=0$ and $h=U\sqrt{1-\xi}$. With $y=1-\xi$ the integrals are short enough to do directly:

$$\int_0^1\xi\sqrt{1-\xi}\,d\xi=\int_0^1(1-y)\sqrt y\,dy=\frac23-\frac25=\frac4{15},$$

$$\int_0^1(1-\xi)\sqrt{1-\xi}\,d\xi=\int_0^1y^{3/2}dy=\frac25.$$

Hence

$$Q_D=-\frac4{15}WLCU,\qquad Q_S=-\frac25WLCU, \tag{11}$$

$$\frac{Q_D}{Q_D+Q_S}=\frac{4/15}{2/3}=\frac25,\qquad \frac{Q_S}{Q_D+Q_S}=\frac{2/5}{2/3}=\frac35 .$$

The source receives more because the electron density is higher on its side. For $V_D>U$ the long-channel model keeps the end of the channel at $V=U$. The excess voltage falls across a pinched region of negligible length, and (11) continues to hold.

The ideal profile makes the drift velocity diverge at the drain, because a finite current passes through vanishing charge. The charge integrals still converge: the last fraction $\delta$ of the channel holds a fraction $\delta^{3/2}$ of the total charge. The velocity there is nevertheless outside the range of constant mobility.

The split does not say which contact an electron came from. When the gate voltage rises slowly in saturation, electrons still leave through the drain, but at a rate below $I_T/e$, where $e$ is the elementary charge. More electrons than $I_T/e$ enter at the source. The drain's 40 percent is a reduction of its outflow, not an injection of electrons from the drain.

## Capacitances and their use in a simulator

Define $C_{dg}=-\partial Q_D/\partial V_G$, $C_{sg}=-\partial Q_S/\partial V_G$ and $C_{gd}=-\partial Q_G/\partial V_D$, with the other voltages held fixed. In saturation

$$C_{dg}=\frac4{15}WLC,\qquad C_{sg}=\frac25WLC,\qquad C_{gd}=0.$$

Thus $C_{dg}\ne C_{gd}$. The gate changes the drain charging current, while the drain voltage no longer changes the channel charge. A two-terminal capacitor between gate and drain cannot represent both facts.

The capacitances are continuous at pinch-off. Write $Q_D=-WLCU\,F(\eta)$. At fixed $U$, $\partial\eta/\partial V_D=-1/U$, so $\partial Q_D/\partial V_D=WLC\,F'(\eta)$. To first order in $\eta$, the numerator of $F$ is $4(1+2\eta)$ and its denominator is $15(1+2\eta)$, so $F'(0)=0$. The source numerator begins $6(1+2\eta)$ and gives the same result.

For implementation in strong inversion:

1. For $0\le V_D<U$ use $\eta=1-V_D/U$; for $V_D\ge U$ set $\eta=0$.
2. Evaluate (9) and (10) in the factored form shown. The form with $(1-\eta^2)^2$ becomes $0/0$ at $V_D=0$.
3. Over a time step, use the difference of stored charges divided by the step. These differences telescope, so a closed voltage cycle returns zero net charge. A capacitance taken at the start of each step and multiplied by the voltage change does not guarantee this.
4. For negative $V_D$, exchange the names of source and drain and refer the voltages to the new source.

The formulas must not be continued to $U\to0$, where diffusion replaces drift.

## A dynamic derivation in saturation

The coefficients in (11) can also be obtained without inserting a steady profile into the charge integrals. Let the gate carry a small signal $u\,e^{i\omega t}$, so that $h=h_0+h_1e^{i\omega t}$ with $h_0=U\sqrt y$. Since $\partial/\partial x=-(1/L)\,\partial/\partial y$, (2) and (3) give

$$\frac{\partial h}{\partial t}=\frac{\mu}{2L^2}\frac{\partial^2h^2}{\partial y^2}.$$

The linear part of $h^2$ is $2h_0h_1$. Define

$$p=\frac{h_0h_1}{Uu},\qquad s=\frac{i\omega L^2}{\mu U}.$$

Then $h_1=up/\sqrt y$, and the linear equation is

$$p''=s\,y^{-1/2}p,\qquad p(0)=0,\quad p(1)=1. \tag{12}$$

The small-signal channel current is $g_mu\,p'(y)$ with $g_m=W\mu CU/L$. Try $p=\sum_ka_ky^{1+3k/2}$. Matching powers of $y$ gives

$$a_k=\frac{s\,a_{k-1}}{(1+3k/2)(3k/2)},\qquad a_1=\frac{4s}{15}a_0,\qquad a_2=\frac{s^2}{45}a_0 .$$

The condition $p(1)=1$ fixes $a_0$. At the drain,

$$p'(0)=a_0=\frac1{1+\frac4{15}s+\frac1{45}s^2+\cdots}=1-\frac4{15}s+\frac{11}{225}s^2+\cdots. \tag{13}$$

At the source,

$$p'(1)=a_0\left(1+\frac23s+\cdots\right)=1+\frac25s+\cdots .$$

Because $g_ms=i\omega WLC$, the terms linear in $s$ are charging currents. They are $-\frac4{15}i\omega WLCu$ into the drain and, since $i_S=-I(0)$, $-\frac25i\omega WLCu$ into the source. These are the time derivatives of (11).

The next term in (13) sets the frequency range. Relative to the quasi-static drain charging current, the leading error has magnitude

$$\frac{11/225}{4/15}|s|=\frac{11}{60}|s|. \tag{14}$$

## Diffusion and the one-third limit

Diffusion adds $-W\mu C\phi_t\,\partial h/\partial x$ to $I$, where $\phi_t=k_BT/e$ and the nondegenerate Einstein relation is used:

$$I=-W\mu C(h+\phi_t)\frac{\partial h}{\partial x}.$$

This is still the $x$ derivative of a function of $h$. The averaged current again depends only on the end values, and (1) survives. The profile changes.

Let $\epsilon=\phi_t/U$, $r=h/U$, and take $h(L)=0$. In steady state

$$1-\xi=G(r)=\frac{r^2/2+\epsilon r}{1/2+\epsilon}.$$

The source and total integrals are $\int_0^1 rG\,G'dr$ and $\int_0^1 rG'dr$. Their ratio is

$$\frac{Q_S}{Q_D+Q_S}=\frac{\frac1{10}+\frac38\epsilon+\frac13\epsilon^2}{\left(\frac12+\epsilon\right)\left(\frac13+\frac12\epsilon\right)}. \tag{15}$$

For $\epsilon\to0$ this is $3/5$. For $\epsilon\to\infty$ it is $2/3$: the profile becomes linear and the drain share falls to one third. The relation $q=-C(U-V)$ does not hold in weak inversion, but the one-third share does: a steady current carried by diffusion alone also requires a linear charge profile, which falls to nearly zero at the drain in saturation. The 40/60 result therefore belongs to strong inversion, $U\gg\phi_t$.

## Worked example: a long silicon transistor

Take $L=W=20$ µm, a 20 nm silicon dioxide layer, $\mu=500$ cm²/Vs, $U=1$ V and $V_D=2$ V. The acceptor density is $3\times10^{15}$ cm⁻³ and the temperature 300 K. These are rough values for a long-channel silicon device. Since $V_D>U$, it is saturated.

The oxide capacitance is 0.1727 µF/cm². Multiplied by the area $4\times10^{-6}$ cm², it gives $WLC=0.691$ pF. With $W/L=1$, the transport current is

$$I_T=\tfrac12\mu CU^2=43.2\ \text{µA}.$$

The charges are

$$Q_D=-\tfrac4{15}(0.691)=-0.184\ \text{pC},\qquad Q_S=-\tfrac25(0.691)=-0.276\ \text{pC}.$$

Since $U=1$ V, $C_{dg}=0.184$ pF and $C_{sg}=0.276$ pF. If the gate rises at 1 V/µs, the charging currents are $-0.184$ µA at the drain and $-0.276$ µA at the source. At the instant when $U=1$ V, using $I_T=43.16$ µA,

$$i_D=43.16-0.18=42.98\ \text{µA},\qquad i_S=-43.16-0.28=-43.44\ \text{µA}.$$

The gate supplies 0.46 µA, which closes the sum.

The time scale is $L^2/(\mu U)=8.0$ ns. The mean transit time is $|Q_D+Q_S|/I_T=4L^2/(3\mu U)=10.7$ ns. At 1 MHz, $|s|=2\pi(10^6)(8.0\times10^{-9})=0.050$, and (14) gives an error of 0.92 percent of the drain charging current.

## Comparison with real devices

The example describes a large device. Modern logic transistors have channels of tens of nanometres, far outside this regime. The estimates below vary one effect at a time for the long device.

**Charge split.** At fixed $U=1$ V, diffusion lowers the drain share to 39.63 percent at 300 K and 39.52 percent at 400 K. Depletion charge that varies along the channel gives 39.94 percent. A mobility proportional to $1/(1+\theta h)$, with a rough $\theta=0.1$ V⁻¹, gives 39.84 percent. With a rough saturation velocity of $10^7$ cm/s, the linear weight gives 40.18 percent. That last figure only indicates size: velocity saturation makes $I$ a nonlinear function of the potential gradient, so the step leading to (6) no longer holds.

**Size of the charges.** A one-dimensional depletion estimate gives 3.3 percent of $L$ for the pinched region. It omits the gate, the field at the region's entrance and the mobile electrons, so it only indicates size. The finite depth of the electron layer, estimated classically, lowers the capacitance at the source end by roughly 4 percent, and by more toward the drain, where the electron charge is smaller. Quantization of the layer moves the electrons away from the interface and raises the loss at the source to roughly 6 percent. A gate-drain overlap of 0.2 µm adds a capacitance equal to 3.75 percent of $C_{dg}$, about 0.007 pF. It also gives the complete device a nonzero $C_{gd}$, so it must be added separately.

**Other limits.** If all electrons sat in the lowest two-valley subband, degeneracy would raise the diffusion coefficient at the source by a factor of 1.14. This is an upper bound: at 300 K and this low surface field only about a quarter of the electrons are in that subband, and the factor is nearer 1.02, a correction to an already small effect. The oxide field is 0.57 MV/cm and the estimated tunnelling factor is roughly $10^{-90}$, so gate tunnelling is negligible here. A one-dimensional estimate of the peak field of the drain junction is 0.05 MV/cm. The gate can raise the field near the surface. Dividing the excess drain voltage by the screening length $\sqrt{3t_{ox}x_j}$, with $t_{ox}$ the oxide thickness and $x_j$ the depth of the drain region, gives roughly 0.1 MV/cm for $x_j=200$ nm and 0.2 MV/cm for $x_j=50$ nm. These estimates are below the roughly 0.3 MV/cm at which silicon breaks down.

For this device the split is thus robust to within about half a percentage point for each of the four effects listed under the charge split, while the absolute charges carry corrections of several percent. The pinched region can matter more. If it has length $\Delta L=0.033L$ and holds no charge, the weight $x/L$ gives a drain share of $0.4(1-\Delta L/L)$, or 38.7 percent. With the weight taken over the conducting part alone, the drain's share of the gate charging current is about 40.7 percent, because the pinch point moves with $U$. The transport current is more sensitive: depletion charge that varies along the channel lowers $I_T$ by 8 to 9 percent at fixed $U$. These figures take $V_T$ as the threshold extrapolated from strong inversion. If $V_T$ is instead defined by a surface potential of twice the bulk Fermi potential, the charges at $U=1$ V are about a fifth lower, because the surface potential keeps rising beyond that value. Shortening the channel at fixed voltages increases the relative weight of velocity saturation, the pinched region and the overlap. The numerical check contains the device inputs, and its output lists most of the results.

## Computed results

```
TESTS (scaled units)
steady profile, largest error: 5.2e-15
fast drive, drain charge swing: 0.1774
fast drive, linear-weight error: 1.0e-11
fast drive, equal-split error: 0.0254
fast drive, quasi-static error: 0.0443
slow drive (speed 0.02), static error: 1.067e-03
slow drive (speed 0.01), static error: 5.335e-04
small-signal drain charge: -0.266667
small-signal source charge: -0.400000
drain share at eta=1.0: 50.00 %
drain share at eta=0.5: 44.76 %
drain share at eta=0.0: 40.00 %
SILICON DEVICE (rough inputs)
length and width: 20 um
oxide thickness: 20 nm
mobility: 500 cm2/Vs
overdrive, drain voltage: 1.0, 2.0 V
temperature: 300 K
acceptor density: 3.0e+15 cm^-3
oxide capacitance: 0.1727 uF/cm2
total oxide capacitance: 0.6906 pF
transport current: 43.16 uA
drain charge: -0.1842 pC
source charge: -0.2763 pC
total channel charge: -0.4604 pC
C_dg: 0.1842 pF
C_sg: 0.2763 pF
time unit, transit time: 8.00, 10.67 ns
gate ramp: 1.0 V/us
drain charging current: -0.1842 uA
source charging current: -0.2763 uA
NEGLECTED EFFECTS
drain share, diffusion 300 K: 39.63 %
drain share, diffusion 400 K: 39.52 %
drain share, pure diffusion: 33.33 %
drain share, body charge: 39.94 %
mobility loss coefficient: 0.1 1/V
drain share, mobility loss: 39.84 %
saturation velocity: 1.0e+07 cm/s
linear-weight share, vel. sat.: 40.18 %
pinch-off length bound / L: 3.28 %
overlap length: 0.2 um
overlap / C_dg: 3.75 %
layer-depth capacitance loss: 3.84 %
degenerate diffusion factor: 1.137
oxide field: 0.574 MV/cm
log10 oxide tunnelling factor: -91.5
drain junction peak field: 0.0519 MV/cm
signal frequency: 1.0 MHz
drain charging-current error: 0.92 %
```
